# The dimer method: finding a migration saddle without a final state

## What symmetry allows

A defect sits in an energy minimum, and we want the saddle through which it leaves. The energy is $V(\mathbf R)$, the force is $\mathbf F=-\nabla V$, and the final state is unknown. Following $\mathbf F$ leads back to the minimum, so the force must be modified.

Suppose that one direction is singled out by a unit vector $\mathbf n$, and that the modified force $\mathbf F^*$ is linear in $\mathbf F$. A direction of curvature has no head or tail, so $\mathbf n$ and $-\mathbf n$ must give the same result. No other direction is available. Symmetry under rotations and reflections then leaves

$$\mathbf F^*=\alpha\,\mathbf F+\beta\,(\mathbf F\cdot\mathbf n)\,\mathbf n .$$

Across $\mathbf n$ we want ordinary relaxation, so $\alpha=1$. Along $\mathbf n$ we want the component reversed at equal size, so $1+\beta=-1$. Hence

$$\mathbf F^*=\mathbf F-2(\mathbf F\cdot\mathbf n)\mathbf n,\qquad \mathbf R\to\mathbf R+\mu\,\mathbf F^* .$$

The mobility $\mu$ has the dimension length²/energy, and a curvature $\lambda$ has energy/length². Near a stationary point the behaviour can therefore depend on $\mu$ only through the products $\mu\lambda$. It remains to find $\mathbf n$, the direction of lowest curvature, from forces alone.

## One step by hand

Take the dimensionless surface $V=\tfrac12\mathbf R^T H\mathbf R$ with

$$H=\begin{pmatrix}1&2\\2&1\end{pmatrix},\qquad \mathbf F=-H\mathbf R .$$

Its only stationary point is the origin. We pretend not to know the eigenvectors of $H$.

A dimer is a pair of points $\mathbf R\pm\delta\mathbf n$. The difference of its end forces gives

$$\frac{\mathbf F(\mathbf R-\delta\mathbf n)-\mathbf F(\mathbf R+\delta\mathbf n)}{2\delta}=H\mathbf n ,$$

because the terms in $\mathbf R$ cancel. Start with $\mathbf n=(1,0)$. Then $H\mathbf n=(1,2)$, and the curvature along the dimer is $C_0=\mathbf n\cdot H\mathbf n=1$. The part of $H\mathbf n$ across $\mathbf n$ is $(0,2)$. Curvature falls if the dimer turns against it, towards $\mathbf t=(0,-1)$.

Now measure the curvature at a trial angle of 45°, along $(1,-1)/\sqrt2$. Here $H(1,-1)/\sqrt2=(-1,1)/\sqrt2$, so $C_{45}=-1$. Since this vector is $-1$ times the direction itself, the trial has landed on an eigenvector with eigenvalue $-1$. The trace of $H$ is 2, so the other eigenvalue is 3, and the lowest-curvature direction is $\mathbf n=(1,-1)/\sqrt2$.

Next comes the move. At $\mathbf R=(0.3,0.1)$ the force is $\mathbf F=(-0.5,-0.7)$ and $\mathbf F\cdot\mathbf n=0.2/\sqrt2$. Therefore

$$\mathbf F^*=(-0.5,-0.7)-0.2\,(1,-1)=(-0.7,-0.5).$$

With $\mu=0.25$ the new position is $(0.125,-0.025)$. Its component along $\mathbf n$ has gone from $0.2/\sqrt2$ to $0.15/\sqrt2$, a factor $0.75=1-\mu\cdot1$. The component along $(1,1)/\sqrt2$ has gone from $0.4/\sqrt2$ to $0.1/\sqrt2$, a factor $0.25=1-\mu\cdot3$. Both shrink, and the point approaches the saddle.

## The rotation in general

On a curved surface, let $\phi(s)=V(\mathbf R+s\mathbf n)$. The end forces give the curvature

$$C=\frac{\phi'(\delta)-\phi'(-\delta)}{2\delta}=\phi''(0)+\frac{\delta^2}{6}\phi''''(0)+\dots$$

The even derivatives of $\phi'$ cancel in the difference, so the leading error is quadratic in $\delta$.

Let $\mathbf t$ be the unit vector along $-(H\mathbf n-C_0\mathbf n)$, which is perpendicular to $\mathbf n$. Turning the dimer by $\theta$ gives $\mathbf v=\mathbf n\cos\theta+\mathbf t\sin\theta$ and

$$C(\theta)=C_0\cos^2\theta+2(\mathbf t\cdot H\mathbf n)\sin\theta\cos\theta+C_t\sin^2\theta ,$$

where $C_t=\mathbf t\cdot H\mathbf t$. The double-angle formulas turn this into

$$C(\theta)=a_0+a_1\cos2\theta+b_1\sin2\theta,$$

$$a_0=\tfrac12(C_0+C_t),\quad a_1=\tfrac12(C_0-C_t),\quad b_1=\mathbf t\cdot H\mathbf n .$$

The first dimer supplies $C_0=a_0+a_1$ and $b_1$. A trial at 45° supplies $C_{45}=a_0+b_1$. Subtracting,

$$a_1=C_0-C_{45}+b_1 .$$

The angular part of $C(\theta)$ is the scalar product of $(a_1,b_1)$ with the unit vector $(\cos2\theta,\sin2\theta)$. It is lowest when the two are antiparallel:

$$\theta=\tfrac12\,\mathrm{atan2}(-b_1,-a_1),\qquad C_{\min}=a_0-\sqrt{a_1^2+b_1^2}.$$

In the hand example $b_1=-2$ and $a_1=1+1-2=0$, which gives $\theta=45°$ as found.

In two dimensions this plane is the whole space, so one rotation suffices up to the error of order $\delta^2$. In more dimensions the rotation is repeated, with a new $\mathbf t$ each time, until $H\mathbf n-C\mathbf n$ is small. That residual also vanishes on a higher eigenvector, where the procedure has no direction in which to turn. On a quadratic surface, a dimer that starts exactly perpendicular to the lowest mode fails too, because in exact arithmetic every turn keeps it perpendicular and it settles on a higher eigenvector. Rounding errors can free it after many turns, but by then the residual may already have passed the convergence test. In both cases the dimer must be tilted slightly.

## Why index-one saddles attract

The matrix $I-2\mathbf n\mathbf n^T$ is a reflection and has an inverse. Hence $\mathbf F^*=0$ requires $\mathbf F=0$, even if $\mathbf n$ is slightly wrong.

Let $\mathbf R=\mathbf R_s+\mathbf u$ with $\mathbf F(\mathbf R_s)=0$, and let the Hessian there have eigenvalues $\lambda_1<\lambda_2\le\dots$, none of them zero. To first order $\mathbf F=-H\mathbf u$. The change of $\mathbf n$ with position is itself of order $u$ and multiplies a force of order $u$, so it enters at second order. What remains is

$$\mathbf F^*=-(I-2\mathbf n\mathbf n^T)H\mathbf u .$$

Along $\mathbf n$ this equals $+\lambda_1u_1$, and along each other eigenvector it equals $-\lambda_iu_i$. One move multiplies the components by

$$1+\mu\lambda_1\quad\text{and}\quad 1-\mu\lambda_i\ \ (i\ge2).$$

There are three cases.

- At a minimum $\lambda_1>0$, and the first factor exceeds one. The search leaves along the softest direction and, if $\mu\lambda_i<2$ for every $i\ge2$, relaxes across it.
- At an index-one saddle $\lambda_1<0<\lambda_2$. All factors lie between $-1$ and 1 if $\mu|\lambda_i|<2$ for every $i$. The saddle attracts, and each move finally multiplies the error by $\max_i|1-\mu|\lambda_i||$.
- With two or more negative curvatures $\lambda_2<0$, so $1-\mu\lambda_2>1$ and the point repels.

Among such stationary points, therefore, the index-one saddles alone attract. This is a local statement. It does not promise that a search from a given minimum arrives at a saddle.

## A search that fails

The argument needs a gap between $\lambda_1$ and $\lambda_2$. Consider, in dimensionless units,

$$V=x+\tfrac32r^2+\tfrac12xr^2,\qquad r^2=x^2+y^2 .$$

The second derivatives are $V_{xx}=3+3x$, $V_{yy}=3+x$ and $V_{xy}=y$, so

$$H=(3+2x)I+M,\qquad M=\begin{pmatrix}x&y\\y&-x\end{pmatrix}.$$

$M$ has eigenvalues $\pm r$, so the two curvatures coincide at the origin. The lower one belongs to $-r$, which means $M=r(I-2\mathbf n\mathbf n^T)$ and $\mathbf F^*=M\mathbf F/r$. With $\hat{\mathbf r}=(x,y)/r$ we have $M\hat{\mathbf r}=(r,0)$. The radial part of the modified force is then

$$\hat{\mathbf r}\cdot\mathbf F^*=F_x=-\left[1+3x+\tfrac12(3x^2+y^2)\right].$$

For $r<1/3$ the bracket is positive, because $3x>-1$. Every such start is drawn to the origin, yet the force there is $(-1,0)$. It is not a stationary point.

The surface does have a saddle. The condition $V_y=y(3+x)=0$ is met by $y=0$; the alternative $x=-3$ makes $V_x$ positive. On $y=0$, $1+3x+\tfrac32x^2=0$ gives $x=-1\pm1/\sqrt3$. The upper sign is a minimum at $x\approx-0.42$, and the lower sign is a saddle at $x\approx-1.58$.

With $\mu=0.01$ and $\delta=0.001$, a search from $(-0.52,0.05)$ reaches the saddle. One from $(-0.32,0.05)$, on the other side of the same minimum, ends up jumping back and forth across the origin, within about 0.01 of it, and the force is still 1.0 after 3000 moves. It cannot settle there, since each move has a length near $\mu|\mathbf F|=0.01$. A search that jitters at finite force with two nearly equal lowest curvatures shows this failure, and it should be restarted elsewhere.

## A defect with two exits

Now take a model of a migrating defect:

$$V=U(x)+\tfrac12k\,[y-h(x)]^2,$$

$$U=A\sin^2w+D\sin w,\quad h=c\sin2w,\quad w=\pi x/a .$$

The curve $y=h(x)$ is the floor of a winding valley. The parameters are $A=0.8$ eV, $D=0.16$ eV, $a=0.25$ nm, $k=600$ eV/nm² and $c=0.01$ nm.

This surface can be solved, so we know what the search should find. Stationary points lie on the floor, where

$$U'=\frac{\pi}{a}\cos w\,(2A\sin w+D)=0 .$$

On the floor the determinant of the Hessian is $kU''$, with $U''=(\pi/a)^2(2A\cos2w-D\sin w)$. At $\sin w=-D/2A=-0.1$ it is positive. These are minima, all at energy $-D^2/4A=-0.008$ eV. At $\sin w=\pm1$ it is negative, and these are saddles at energy $A\pm D$. The barriers are

$$E_\pm=A\pm D+\frac{D^2}{4A}=A\left(1\pm\frac{D}{2A}\right)^2 ,$$

or 0.968 eV to the right and 0.648 eV to the left.

The search is given forces only. It starts 0.005 nm to the left or right of the minimum at $x=-0.008$ nm, with $\mathbf n=(0.6,0.8)$, $\delta=0.001$ nm and $\mu=0.0015$ nm²/eV. Moves are capped at 0.01 nm, and the search stops when the force is below $10^{-9}$ eV/nm.

| | left exit | right exit |
|---|---|---|
| saddle $x$ (nm) | −0.125 | 0.125 |
| barrier (eV) | 0.648 | 0.968 |
| curvatures (eV/nm²) | −217, 628 | −266, 626 |
| moves | 70 | 60 |
| force evaluations | 355 | 265 |
| hop length (nm) | 0.234 | 0.266 |

The final state comes last. Displace the defect by 0.002 nm along $\pm\mathbf n$ from the saddle and follow the true force downhill. One side returns to the initial minimum, which shows that the saddle belongs to it. The other side leads to the new site and gives the hop length.

The curvatures also explain the speed. At the left saddle the factors are $1-0.0015\times217.3=0.674$ and $1-0.0015\times627.8=0.058$. The slower one governs, and each of the last moves does multiply the force by 0.674.

Forty searches started in random directions, 0.01 nm from the minimum, found the low saddle 22 times and the high one 18 times. Near the minimum the linear flow at $-\mathbf u$ is exactly opposite to that at $\mathbf u$, so it favours neither side and carries no information about which barrier is lower. One successful search therefore does not establish the easiest exit.

## From saddles to diffusion

Assume classical thermal equilibrium in the well, and let every crossing of the line through the saddle perpendicular to $\mathbf n$ count as a hop. The one-sided mean speed is $\sqrt{k_BT/2\pi m}$. In the harmonic approximation the integrals of the Boltzmann factor over the line and over the well are

$$Z_{\rm line}=\sqrt{\frac{2\pi k_BT}{\lambda_2^{s}}}\,e^{-E_b/k_BT},\qquad Z_{\rm well}=\frac{2\pi k_BT}{\sqrt{\lambda_1\lambda_2}},$$

where $\lambda_2^s$ is the positive curvature at the saddle, $\lambda_1,\lambda_2$ are those at the minimum, and $E_b$ is the barrier. The rate is the speed times $Z_{\rm line}/Z_{\rm well}$, and the temperature cancels from the prefactor:

$$\kappa=\frac1{2\pi}\sqrt{\frac{\lambda_1\lambda_2}{m\lambda_2^{s}}}\;e^{-E_b/k_BT}.$$

For a mass of 11 u and $T=1200$ K, $k_BT=0.1034$ eV. The minimum has curvatures 227.8 and 658.7 eV/nm². For the left exit $227.8\times658.7/627.8=239$ eV/nm², or 38.3 N/m, and the prefactor is 7.3 THz. With $e^{-0.648/0.1034}=1.9\times10^{-3}$ the rate is $\kappa_1=1.4\times10^{10}$ s⁻¹. The right exit gives $\kappa_2=6.3\times10^{8}$ s⁻¹.

Along $x$ the two barriers alternate, with repeat length $L=2a=0.5$ nm. All sites have equal energy and equal curvatures, so each barrier has the same rate in both directions. Assume also that the defect thermalizes in each site before it hops again, so that successive hops are independent. In a steady flux $J$ the site occupations obey

$$J=\kappa_1(p_0-p_1)=\kappa_2(p_1-p_2),$$

so $p_0-p_2=J(1/\kappa_1+1/\kappa_2)$. There are two sites per length $L$, so the density is $2p/L$ and its gradient has size $2(p_0-p_2)/L^2$. Dividing $J$ by this gradient,

$$D_x=\frac{L^2}{2}\,\frac{\kappa_1\kappa_2}{\kappa_1+\kappa_2}=7.5\times10^{-7}\ \mathrm{cm^2/s}.$$

If the low barrier were used for every hop, the result would be $L^2\kappa_1/4=8.65\times10^{-6}$ cm²/s, too large by a factor of 11.5. When $\kappa_2\ll\kappa_1$ the defect rattles across the low barrier, and the high one controls long-range motion. The high barrier alone gives $L^2\kappa_2/2=7.8\times10^{-7}$ cm²/s, within 5% of $D_x$. A search that stopped at the easiest exit would miss the saddle that matters most.

## How far the model reaches

The mass, the temperature, hops near a quarter of a nanometre and barriers below 1 eV lie roughly in the regime of a boron interstitial in silicon during an anneal. The potential is a model, not a calculation for boron. Moreover, $D_x$ belongs to the mobile defect. The diffusivity of the dopant as a whole is smaller, because only a fraction of the boron is mobile at any time.

The model also assumes a rigid lattice, whereas the atoms of a real crystal move aside. Add one lattice coordinate $q$ with energy $K(\tfrac12q^2-sq\sin^2w)$, where $K=600$ eV/nm² and $s=0.015$ nm are assumed values. Minimizing over $q$ gives $q=s\sin^2w$ and an energy change $-\tfrac12Ks^2\sin^4w$. This is $-0.0675$ eV at the saddle and negligible at the minimum, where $\sin^4w$ is about $10^{-4}$. A dimer search in all three coordinates gives a low barrier of 0.581 eV instead of 0.648 eV, which raises the Boltzmann factor 1.9 times. Since $\sin^4w=1$ at both saddles, the high barrier falls by the same amount, and $D_x$ also rises about 1.9 times.

Other corrections to the left-exit rate are smaller. Numerical integration of the full Boltzmann factors, in place of the harmonic ones, multiplies it by 0.96. Thermally averaged transmission through a parabolic barrier gives a tunnelling factor of 1.003, and quantized vibrations bring the total quantum factor to 1.007.

An error of 0.1 eV in a barrier changes its rate by a factor of 2.6 at this temperature, so the quality of the energy surface matters more here than these corrections. The independence of successive hops is a further assumption. The model's own coordinates cannot remove the energy released in a hop, so the other lattice modes must take it up before the defect crosses a barrier again, either the same one backwards or the next one ahead. Changes of charge state, these remaining lattice modes and any recrossing of the saddle caused by such modes lie outside the model, and their effect has not been estimated.
